# The Havriliak-Negami Loss Peak and Its Cole-Cole and Debye Limits: a numerical check

```python
"""
Result under test: the Havriliak-Negami loss peak obeys
  (omega tau)^alpha = sin[pi alpha/(2 beta+2)] / sin[pi alpha beta/(2 beta+2)]
for eps = eps_inf + delta_eps / [1 + (i omega tau)^alpha]^beta,
with eps = eps' - i eps'', 0 < alpha <= 1, beta > 0, alpha*beta <= 2.
Symbols: x = (omega tau)^alpha, theta = pi alpha/2,
1 + x exp(i theta) = r exp(i phi), reduced loss = eps''/delta_eps.
"""
import numpy as np
import mpmath as mp
from scipy.constants import epsilon_0, k as k_B, e as e_charge
from scipy.optimize import minimize_scalar


def susceptibility(w, alpha, beta):
    """Reduced response at w = omega*tau, directly from the definition."""
    return (1 + (1j * w) ** alpha) ** (-beta)


def reduced_loss(w, alpha, beta):
    return -np.imag(susceptibility(w, alpha, beta))


def peak_formula(alpha, beta):
    unit = np.pi * alpha / (2 * beta + 2)
    return (np.sin(unit) / np.sin(beta * unit)) ** (1 / alpha)


def height_formula(alpha, beta):
    theta = np.pi * alpha / 2
    return (np.sin(beta * theta / (beta + 1)) ** (beta + 1)
            / np.sin(theta) ** beta)


def find_peak(loss, low, high):
    """Interior maximum of loss(w) for ln w between low and high."""
    grid = np.linspace(low, high, 401)
    values = np.array([loss(np.exp(u)) for u in grid])
    inside = np.where((values[1:-1] > values[:-2])
                      & (values[1:-1] > values[2:]))[0] + 1
    assert len(inside) >= 1, "no interior maximum"
    j = inside[np.argmax(values[inside])]
    found = minimize_scalar(lambda u: -loss(np.exp(u)),
                            bounds=(grid[j - 1], grid[j + 1]),
                            method="bounded", options={"xatol": 1e-10})
    return np.exp(found.x), -found.fun


def count_stationary(alpha, beta):
    """Number of slope sign changes of the loss on a wide grid."""
    w = np.exp(np.linspace(-12, 12, 4801) / alpha)
    slope_sign = np.sign(np.diff(reduced_loss(w, alpha, beta)))
    return int(np.sum(slope_sign[1:] != slope_sign[:-1]))


# Peak position, height and uniqueness against direct maximization.
worst_position = worst_height = 0.0
cases = 0
for alpha in (0.3, 0.6, 0.9, 1.0):
    for beta in (0.2, 0.5, 1.0, 1.5):
        w_num, h_num = find_peak(
            lambda w: reduced_loss(w, alpha, beta), -20, 20)
        worst_position = max(worst_position,
                             abs(w_num / peak_formula(alpha, beta) - 1))
        worst_height = max(worst_height,
                           abs(h_num / height_formula(alpha, beta) - 1))
        assert count_stationary(alpha, beta) == 1
        cases += 1
# A flat maximum fixes its position only to about sqrt(machine epsilon).
assert worst_position < 1e-5
assert worst_height < 1e-10

# Derivative, phase slope and triangle relations at general points.
for alpha, beta in ((0.4, 0.7), (0.9, 0.5), (0.7, 1.3)):
    theta = np.pi * alpha / 2
    for x in (0.2, 1.0, 4.0):
        def vector(y):
            return 1 + y * np.exp(1j * theta)

        def loss_x(y):
            return -np.imag(vector(y) ** (-beta))
        step = 1e-5
        r, phi = abs(vector(x)), np.angle(vector(x))
        slope = (loss_x(x + step) - loss_x(x - step)) / (2 * step)
        assert abs(slope - beta * r ** (-beta - 1)
                   * np.sin(theta - (beta + 1) * phi)) < 1e-8
        turn = (np.angle(vector(x + step))
                - np.angle(vector(x - step))) / (2 * step)
        assert abs(turn - np.sin(theta) / r ** 2) < 1e-8
        assert abs(x - np.sin(phi) / np.sin(theta - phi)) < 1e-11
        assert abs(r - np.sin(theta) / np.sin(theta - phi)) < 1e-11
        assert abs(loss_x(x) - r ** (-beta) * np.sin(beta * phi)) < 1e-12

# Special cases, each located by direct maximization.
cc_alpha, cd_beta = 0.6, 0.5
cc_w, cc_h = find_peak(lambda w: reduced_loss(w, cc_alpha, 1.0), -10, 10)
debye_w, debye_h = find_peak(lambda w: w / (1 + w * w), -10, 10)
cd_w, cd_h = find_peak(lambda w: reduced_loss(w, 1.0, cd_beta), -10, 10)
assert abs(cc_w - 1) < 1e-5
assert abs(cc_h - np.tan(np.pi * cc_alpha / 4) / 2) < 1e-10
assert abs(debye_w - 1) < 1e-5 and abs(debye_h - 0.5) < 1e-10
assert abs(cd_w - np.tan(np.pi / (2 * cd_beta + 2))) < 1e-5

# Beyond alpha*beta = 2: a second stationary point and negative loss.
beyond_count = count_stationary(1.0, 3.0)
beyond_loss = reduced_loss(np.tan(3 * np.pi / 8), 1.0, 3.0)
assert beyond_count == 2 and beyond_loss < 0

# Debye weights per unit ln(relaxation time), from the jump of the
# response across the negative real axis of the Laplace variable.
log_rate = np.linspace(-60, 60, 12001)
spacing = log_rate[1] - log_rate[0]


def debye_weights(alpha, beta):
    cut = 1 + np.exp(alpha * log_rate - 1j * np.pi * alpha)
    return np.imag(cut ** (-beta)) / np.pi


# Worked example: rough values for a polar amorphous polymer above Tg.
alpha, beta = 0.9, 0.5
tau, delta_eps, eps_inf, temperature = 1e-3, 6.0, 3.0, 340.0
weights = debye_weights(alpha, beta)
weight_sum = np.sum(weights) * spacing
assert weights.min() >= 0 and abs(weight_sum - 1) < 1e-8


def superposed_loss(w):
    ratio = w * np.exp(-log_rate)
    return np.sum(weights * ratio / (1 + ratio ** 2)) * spacing


for w in (0.05, 1.0, 30.0):
    assert abs(superposed_loss(w) - reduced_loss(w, alpha, beta)) < 1e-8
w_super, h_super = find_peak(superposed_loss, -5, 5)
w_peak = peak_formula(alpha, beta)
assert abs(w_super / w_peak - 1) < 1e-5
# Between alpha*beta = 1 and 2 weights change sign, yet one peak remains.
negative_weight = debye_weights(0.9, 1.6).min()
assert negative_weight < 0 and count_stationary(0.9, 1.6) == 1

theta = np.pi * alpha / 2
phi_peak = np.angle(1 + (1j * w_peak) ** alpha)
assert abs(phi_peak - theta / (beta + 1)) < 1e-12
f_peak = w_peak / (2 * np.pi * tau)
loss_peak = delta_eps * height_formula(alpha, beta)
loss_at_inverse_tau = delta_eps * reduced_loss(1.0, alpha, beta)
naive_tau = 1 / (2 * np.pi * f_peak)

# Neglected effects, with rough typical sizes.
sigma_cm = 1e-11                 # dc conductivity, S/cm
sigma = 100 * sigma_cm           # S/m
fast_strength, fast_alpha, fast_tau = 0.5, 0.5, 1e-6
thickness_nm, layers_nm, eps_layer = 1e5, 20.0, 3.0
activation_ev, temperature_error = 2.5, 0.5
voltage, dipole_e_angstrom = 1.0, 0.4


def eps_relax(w):
    return eps_inf + delta_eps * susceptibility(w, alpha, beta)


def eps_conducting(w):
    return eps_relax(w) - 1j * sigma * tau / (epsilon_0 * w)


def eps_with_fast(w):
    return eps_relax(w) + fast_strength * susceptibility(
        w * fast_tau / tau, fast_alpha, 1.0)


def eps_with_layers(w):
    part = layers_nm / thickness_nm
    return 1 / ((1 - part) / eps_conducting(w) + part / eps_layer)


def peak_of(eps):
    center = np.log(w_peak)
    return find_peak(lambda w: -np.imag(eps(w)), center - 1, center + 1)[0]


w_cond = peak_of(eps_conducting)
w_fast = peak_of(eps_with_fast)
w_layers = peak_of(eps_with_layers)
shift_cond = 100 * (w_cond / w_peak - 1)
shift_fast = 100 * (w_fast / w_peak - 1)
shift_layers = 100 * (w_layers / w_cond - 1)
conduction_loss = sigma * tau / (epsilon_0 * w_peak)
kb_ev = k_B / e_charge
shift_temp = 100 * (np.exp(activation_ev / kb_ev * (
    1 / temperature - 1 / (temperature + temperature_error))) - 1)
field = voltage / (thickness_nm * 1e-9)
mp.mp.dps = 50
energy_ratio = mp.mpf(dipole_e_angstrom * 1e-10 * field
                      / (kb_ev * temperature))
saturation = float(1 - 3 * (mp.coth(energy_ratio)
                            - 1 / energy_ratio) / energy_ratio)

print(f"parameter pairs tested: {cases}")
print(f"largest relative position error: {worst_position:.1e}")
print(f"largest relative height error: {worst_height:.1e}")
print(f"Cole-Cole alpha (beta = 1): {cc_alpha:.1f}")
print(f"Cole-Cole numerical peak omega tau: {cc_w:.5f}")
print(f"Cole-Cole reduced peak loss: {cc_h:.5f}")
print(f"Debye numerical peak omega tau: {debye_w:.5f}")
print(f"Debye reduced peak loss: {debye_h:.5f}")
print(f"Cole-Davidson beta (alpha = 1): {cd_beta:.1f}")
print(f"Cole-Davidson numerical peak omega tau: {cd_w:.5f}")
print(f"stationary points at alpha=1, beta=3: {beyond_count}")
print(f"reduced loss at the second of them: {beyond_loss:.5f}")
print(f"lowest Debye weight, alpha=0.9, beta=1.6: {negative_weight:.4f}")
print(f"example alpha: {alpha:.2f}")
print(f"example beta: {beta:.2f}")
print(f"example tau: {1e3 * tau:.3f} ms")
print(f"example delta_eps: {delta_eps:.1f}")
print(f"example eps_inf: {eps_inf:.1f}")
print(f"example temperature: {temperature:.0f} K")
print(f"theta: {np.degrees(theta):.2f} degrees")
print(f"phase phi at peak: {np.degrees(phi_peak):.2f} degrees")
print(f"theta - phi at peak: {np.degrees(theta - phi_peak):.2f} degrees")
print(f"x at peak: {w_peak ** alpha:.5f}")
print(f"omega tau at peak, formula: {w_peak:.5f}")
print(f"omega tau at peak, Debye superposition: {w_super:.5f}")
print(f"sum of Debye weights: {weight_sum:.6f}")
print(f"peak frequency: {f_peak:.2f} Hz")
print(f"frequency 1/(2 pi tau): {1 / (2 * np.pi * tau):.2f} Hz")
print(f"reduced peak loss: {height_formula(alpha, beta):.5f}")
print(f"peak loss eps'': {loss_peak:.4f}")
print(f"loss eps'' at omega tau = 1: {loss_at_inverse_tau:.4f}")
print(f"tau if taken as 1/omega_peak: {1e3 * naive_tau:.4f} ms")
print(f"dc conductivity: {sigma_cm:.1e} S/cm")
print(f"conduction loss at the ideal peak: {conduction_loss:.4f}")
print(f"peak shift from conduction: {shift_cond:.2f} %")
print(f"fast process strength: {fast_strength:.1f}")
print(f"fast process Cole-Cole alpha: {fast_alpha:.1f}")
print(f"fast process time: {1e6 * fast_tau:.1f} microseconds")
print(f"peak shift from fast process: {shift_fast:.3f} %")
print(f"sample thickness: {thickness_nm:.0f} nm")
print(f"total blocking-layer thickness: {layers_nm:.0f} nm")
print(f"blocking-layer permittivity: {eps_layer:.1f}")
print(f"further shift from blocking layers: {shift_layers:.4f} %")
print(f"apparent activation energy: {activation_ev:.1f} eV")
print(f"temperature error: {temperature_error:.1f} K")
print(f"peak shift from temperature error: {shift_temp:.2f} %")
print(f"measuring voltage: {voltage:.1f} V")
print(f"measuring field: {field * 1e-8:.1e} MV/cm")
print(f"dipole moment: {dipole_e_angstrom:.1f} e angstrom")
print(f"dipole energy / thermal energy: {float(energy_ratio):.2e}")
print(f"relative loss of response by saturation: {saturation:.1e}")
print("finished without a failed check")
```

Running it gives:

```
parameter pairs tested: 16
largest relative position error: 6.5e-08
largest relative height error: 4.4e-16
Cole-Cole alpha (beta = 1): 0.6
Cole-Cole numerical peak omega tau: 1.00000
Cole-Cole reduced peak loss: 0.25476
Debye numerical peak omega tau: 1.00000
Debye reduced peak loss: 0.50000
Cole-Davidson beta (alpha = 1): 0.5
Cole-Davidson numerical peak omega tau: 1.73205
stationary points at alpha=1, beta=3: 2
reduced loss at the second of them: -0.02145
lowest Debye weight, alpha=0.9, beta=1.6: -0.3563
example alpha: 0.90
example beta: 0.50
example tau: 1.000 ms
example delta_eps: 6.0
example eps_inf: 3.0
example temperature: 340 K
theta: 81.00 degrees
phase phi at peak: 54.00 degrees
theta - phi at peak: 27.00 degrees
x at peak: 1.78201
omega tau at peak, formula: 1.90016
omega tau at peak, Debye superposition: 1.90016
sum of Debye weights: 1.000000
peak frequency: 302.42 Hz
frequency 1/(2 pi tau): 159.15 Hz
reduced peak loss: 0.30779
peak loss eps'': 1.8468
loss eps'' at omega tau = 1: 1.6840
tau if taken as 1/omega_peak: 0.5263 ms
dc conductivity: 1.0e-11 S/cm
conduction loss at the ideal peak: 0.0594
peak shift from conduction: -8.06 %
fast process strength: 0.5
fast process Cole-Cole alpha: 0.5
fast process time: 1.0 microseconds
peak shift from fast process: 0.914 %
sample thickness: 100000 nm
total blocking-layer thickness: 20 nm
blocking-layer permittivity: 3.0
further shift from blocking layers: 0.0532 %
apparent activation energy: 2.5 eV
temperature error: 0.5 K
peak shift from temperature error: 13.35 %
measuring voltage: 1.0 V
measuring field: 1.0e-04 MV/cm
dipole moment: 0.4 e angstrom
dipole energy / thermal energy: 1.37e-05
relative loss of response by saturation: 1.2e-11
finished without a failed check
```
